**Gaussian chain for the oscillator's path-integral ground state**

For mass $m$, frequency $\omega$, time step $\tau$ and $2M$ primitive links between constant trial functions, the mid-path average is $\langle x^2\rangle=\coth(M\mu)/[2m\omega\sqrt{1+\omega^2\tau^2/4}]$, where $\sinh(\mu/2)=\omega\tau/2$ and $\hbar=1$. The program asserts this formula, and its extension to every bead, against numerical inversion of the path-action matrix. It also applies the link to a constant by quadrature and compares the three largest eigenvalues of the link with $e^{-(n+1/2)\mu}$. A Hamiltonian diagonalized on a sinc grid supplies the continuous-time limit and identifies the even excited state that sets the decay rate. Further assertions cover the decay rate and its prefactor, the $\tau^2$ coefficient at two path lengths, and the point where truncation and time-step errors cancel. The output for $m=\omega=1$ shows exponential approach to a plateau of 0.497519 bohr² at $\tau=0.2$, below the exact 0.5 bohr². It also shows error$/\tau^2$ approaching $-1/16$ on a long path, and a near-perfect but accidental agreement with the exact value at path length 6.

## Check in Python

```python
# Path-integral ground state of H = p^2/(2m) + m w^2 x^2/2 (hbar = 1) with
# constant trial function, 2M primitive links of imaginary time tau.
# Result under test, with sinh(mu/2) = w tau/2:
#   <x^2>_mid = coth(M mu) / (2 m w sqrt(1 + w^2 tau^2/4))
# so the plateau is approached as exp(-(mu/tau) L), L = 2 M tau, and the
# plateau differs from 1/(2 m w) by an error quadratic in tau.
# Symbols: m mass, w frequency, half = M tau, lam = plateau width parameter.
import numpy as np
from scipy.optimize import brentq
from scipy import constants


def chain_variances(m, w, tau, M):
    """<x_j^2> of all beads, by inverting the matrix of the path action."""
    n_links = 2 * M
    A = np.zeros((n_links + 1, n_links + 1))
    for j in range(n_links):
        for b in (j, j + 1):
            A[b, b] += m / tau + 0.5 * tau * m * w**2
        A[j, j + 1] -= m / tau
        A[j + 1, j] -= m / tau
    return np.diag(np.linalg.inv(A))


def chain_mid(m, w, tau, M):
    return chain_variances(m, w, tau, M)[M]


def mu_of(w, tau):
    return 2 * np.arcsinh(0.5 * w * tau)


def lam_of(m, w, tau):
    return m * w * np.sqrt(1 + 0.25 * (w * tau)**2)


def tau2_coefficient(m, w, half):
    y = w * half
    bracket = -w**2 / np.tanh(y) / 8 + w**2 * y / (24 * np.sinh(y)**2)
    return bracket / (2 * m * w)


def diagonalize_oscillator(m, w):
    """Spectrum of H on a sinc grid; no oscillator formulas used."""
    h = 0.1
    x = h * np.arange(-160, 161)
    d = np.arange(x.size)[:, None] - np.arange(x.size)[None, :]
    safe = np.where(d == 0, 1, d)
    sign = np.where(d % 2 == 0, 1.0, -1.0)
    T = np.where(d == 0, np.pi**2 / 3, 2 * sign / safe**2) / (2 * m * h**2)
    E, U = np.linalg.eigh(T + np.diag(0.5 * m * w**2 * x**2))
    return x, E, U


def projected_x2(x, E, U, half):
    """<x^2> in exp(-half*H) applied to the constant function."""
    c = U.T @ np.ones(x.size)
    f = U @ (np.exp(-half * (E - E[0])) * c)
    return np.sum(x**2 * f**2) / np.sum(f**2)


# Every bead of the chain: matrix inversion against closed form
for m, w, tau, M in [(1, 1, 0.2, 5), (2.3, 0.7, 0.9, 4), (0.6, 1.8, 1.5, 3)]:
    mu, lam, j = mu_of(w, tau), lam_of(m, w, tau), np.arange(2 * M + 1)
    formula = (np.cosh(j * mu) * np.cosh((2 * M - j) * mu)
               / (lam * np.sinh(2 * M * mu)))
    assert np.allclose(chain_variances(m, w, tau, M), formula, rtol=1e-10)
    mid = 1 / (np.tanh(M * mu) * 2 * lam)
    assert abs(chain_mid(m, w, tau, M) - mid) < 1e-10

# Repeated quadrature of the link acting on a constant, and link spectrum
m, w, tau = 1.3, 0.9, 0.4
mu, lam = mu_of(w, tau), lam_of(m, w, tau)
grid = np.linspace(-25, 25, 1001)
h = grid[1] - grid[0]
V = 0.5 * m * w**2 * grid**2
K = np.sqrt(m / (2 * np.pi * tau)) * np.exp(
    -m * (grid[:, None] - grid[None, :])**2 / (2 * tau)
    - 0.5 * tau * (V[:, None] + V[None, :]))
phi = np.ones(grid.size)
center, probe = 500, 520
for n in range(1, 7):
    phi = h * (K @ phi)
    width = -2 * np.log(phi[probe] / phi[center]) / grid[probe]**2
    assert abs(width - lam * np.tanh(n * mu)) < 1e-9
    x2_quad = np.sum(grid**2 * phi**2) / np.sum(phi**2)
    assert abs(x2_quad - chain_mid(m, w, tau, n)) < 1e-9
link_eigs = np.linalg.eigvalsh(h * K)[::-1][:3]
assert np.allclose(link_eigs, np.exp(-(np.arange(3) + 0.5) * mu), atol=1e-9)

# Continuous-time projection, and the states that set the decay rate
for m, w in [(1.0, 1.0), (1.3, 0.9)]:
    x, E, U = diagonalize_oscillator(m, w)
    for half in (0.7, 1.0, 2.5):
        exact = 1 / (np.tanh(w * half) * 2 * m * w)
        assert abs(projected_x2(x, E, U, half) - exact) < 1e-9
    overlap = U.T @ np.ones(x.size)
    x2_02 = np.sum(U[:, 0] * x**2 * U[:, 2])
    assert abs(overlap[1] / overlap[0]) < 1e-9
    assert abs(E[2] - E[0] - 2 * w) < 1e-9
    interference = 2 * overlap[2] / overlap[0] * x2_02
    assert abs(interference / (1 / (2 * m * w)) - 2) < 1e-8
    # Quadratic time-step coefficient, extrapolated from chain data
    for half, M in [(1.0, 20), (10.0, 200)]:
        ref = projected_x2(x, E, U, half)
        t1, t2 = half / M, half / (2 * M)
        c1 = (chain_mid(m, w, t1, M) - ref) / t1**2
        c2 = (chain_mid(m, w, t2, 2 * M) - ref) / t2**2
        assert abs((4 * c2 - c1) / 3 - tau2_coefficient(m, w, half)) < 1e-6

# Exponential rate and prefactor at a coarse time step, from chain data
m, w, tau, M = 1.0, 1.0, 0.8, 8
plateau_num = chain_mid(m, w, tau, 40)
dev_a = chain_mid(m, w, tau, M) - plateau_num
dev_b = chain_mid(m, w, tau, M + 1) - plateau_num
rate_num = np.log(dev_a / dev_b) / (2 * tau)
assert abs(rate_num - mu_of(w, tau) / tau) < 1e-5
assert abs(dev_a / plateau_num * np.exp(2 * M * mu_of(w, tau)) - 2) < 1e-4

# Accidental cancellation of the two errors, found by root search
M = 10
tau_c = brentq(lambda t: chain_mid(1, 1, t, M) - 0.5, 0.05, 1.0, xtol=1e-13)
mu_c = mu_of(1, tau_c)
assert abs(M * mu_c + np.log(np.tanh(mu_c / 4))) < 1e-8

# Worked example
m, w, tau = 1.0, 1.0, 0.2
mu, lam = mu_of(w, tau), lam_of(m, w, tau)
plateau, ground = 1 / (2 * lam), 1 / (2 * m * w)
k = m / tau
c = k + 0.5 * tau * m * w**2
print(f"mass m = {m:.1f} m_e, frequency w = {w:.1f} hartree")
print(f"time step tau = {tau:.1f} 1/hartree")
print(f"k = {k:.4f}, c = {c:.4f} bohr^-2")
a = 0.0
for n in range(1, 6):
    a = c - k**2 / (c + a)
    print(f"recursion a_{n} = {a:.6f} bohr^-2")
print(f"mu = {mu:.6f} (dimensionless)")
print(f"lambda = {lam:.6f} bohr^-2")
print(f"decay rate mu/tau = {mu / tau:.6f} hartree")
print(f"exact ground-state x^2 = {ground:.6f} bohr^2")
print(f"plateau x^2 at tau=0.2 = {plateau:.6f} bohr^2")
angstrom = constants.physical_constants["Bohr radius"][0] * 1e10
print(f"exact ground-state x^2 = {ground * angstrom**2:.6f} angstrom^2")
print("tau=0.2: L [1/hartree], M, x2_mid, x2-plateau, x2-exact [bohr^2]")
for M in (5, 10, 15, 20, 30, 40):
    v = chain_mid(m, w, tau, M)
    print(f"{2*M*tau:5.1f} {M:3d} {v:.7f} {v-plateau:.3e} {v-ground:+.3e}")
L_c = -2 * tau * np.log(np.tanh(mu / 4)) / mu
print(f"cancellation length at tau=0.2: L = {L_c:.4f} 1/hartree")
end = chain_variances(m, w, tau, 40)[0]
print(f"end-bead x^2 at L=16, tau=0.2: {end:.6f} bohr^2")
for L, steps in [(16, (10, 20, 40, 80)), (2, (2, 4, 8, 16))]:
    half = L / 2
    ref = 1 / (np.tanh(w * half) * 2 * m * w)
    print(f"L={L} 1/hartree: tau->0 limit of x2_mid = {ref:.7f} bohr^2")
    print("tau [1/hartree], M, x2_mid, error [bohr^2], error/tau^2 [a.u.]")
    for M in steps:
        t = half / M
        v = chain_mid(m, w, t, M)
        print(f"{t:.4f} {M:3d} {v:.7f} {v-ref:+.4e} {(v-ref)/t**2:+.6f}")
    coef = tau2_coefficient(m, w, half)
    print(f"derived tau^2 coefficient at L={L}: {coef:+.6f} a.u.")
print(f"tau=0.8 decay rate from chain data = {rate_num:.5f} hartree")
print(f"tau=0.8 decay rate from formula = {mu_of(1, 0.8)/0.8:.5f} hartree")
print(f"M=10 errors cancel at tau = {tau_c:.5f} 1/hartree")
print("verified")
```

Running it gives:

```
mass m = 1.0 m_e, frequency w = 1.0 hartree
time step tau = 0.2 1/hartree
k = 5.0000, c = 5.1000 bohr^-2
recursion a_1 = 0.198039 bohr^-2
recursion a_2 = 0.381273 bohr^-2
recursion a_3 = 0.539016 bohr^-2
recursion a_4 = 0.666602 bohr^-2
recursion a_5 = 0.764691 bohr^-2
mu = 0.199668 (dimensionless)
lambda = 1.004988 bohr^-2
decay rate mu/tau = 0.998341 hartree
exact ground-state x^2 = 0.500000 bohr^2
plateau x^2 at tau=0.2 = 0.497519 bohr^2
exact ground-state x^2 = 0.140014 angstrom^2
tau=0.2: L [1/hartree], M, x2_mid, x2-plateau, x2-exact [bohr^2]
  2.0   5 0.6538585 1.563e-01 +1.539e-01
  4.0  10 0.5162093 1.869e-02 +1.621e-02
  6.0  15 0.5000160 2.497e-03 +1.597e-05
  8.0  20 0.4978570 3.384e-04 -2.143e-03
 12.0  30 0.4975248 6.237e-06 -2.475e-03
 16.0  40 0.4975187 1.150e-07 -2.481e-03
cancellation length at tau=0.2: L = 6.0064 1/hartree
end-bead x^2 at L=16, tau=0.2: 0.995037 bohr^2
L=16 1/hartree: tau->0 limit of x2_mid = 0.5000001 bohr^2
tau [1/hartree], M, x2_mid, error [bohr^2], error/tau^2 [a.u.]
0.8000  10 0.4642385 -3.5762e-02 -0.055878
0.4000  20 0.4902905 -9.7097e-03 -0.060685
0.2000  40 0.4975187 -2.4814e-03 -0.062035
0.1000  80 0.4993763 -6.2383e-04 -0.062383
derived tau^2 coefficient at L=16: -0.062500 a.u.
L=2 1/hartree: tau->0 limit of x2_mid = 0.6565176 bohr^2
tau [1/hartree], M, x2_mid, error [bohr^2], error/tau^2 [a.u.]
0.5000   2 0.6405229 -1.5995e-02 -0.063979
0.2500   4 0.6523801 -4.1376e-03 -0.066201
0.1250   8 0.6554742 -1.0435e-03 -0.066783
0.0625  16 0.6562562 -2.6145e-04 -0.066931
derived tau^2 coefficient at L=2: -0.066980 a.u.
tau=0.8 decay rate from chain data = 0.97509 hartree
tau=0.8 decay rate from formula = 0.97509 hartree
M=10 errors cancel at tau = 0.27061 1/hartree
verified
```
